\section*{Blanchard's recurrence for off-diagonal hydrogenic radial integrals: derivation and applications, part 2}

We study radial integrals between two bound states $i=1,2$ of a spinless nonrelativistic electron in the potential $-Z/r$ of an infinitely heavy point nucleus, in Hartree atomic units. The states are $r^{-1}u_i(r)Y_{lm}$ with $u_i$ real, $\int_0^\infty u_i^2\,dr=1$, and $E_i=-\kappa_i^2/2$. We write $\langle g\rangle=\int_0^\infty u_1gu_2\,dr$, $P=u_1u_2$ and
\begin{align}
a&=\kappa_2^2-\kappa_1^2=-2(E_2-E_1), & b&=l_2(l_2+1)-l_1(l_1+1),\nonumber\\
\sigma&=\kappa_1^2+\kappa_2^2, & c&=l_1(l_1+1)+l_2(l_2+1),\nonumber\\
L&=l_1+l_2, & d&=l_2-l_1 .
\end{align}

For real $l\ge0$, $u=C\,r^{l+1}e^{-\kappa r}\sum_jw_jr^j$ with $w_0=1$, where $C=c_i>0$ for state $i$ and
\begin{equation}
j(j+2l+1)\,w_j=2\left[\kappa(j+l)-Z\right]w_{j-1}.
\label{series}
\end{equation}
The series ends at $j=n_r$, with $\kappa=Z/n$ and $n=n_r+l+1$. Then
\begin{equation}
\langle r^p\rangle=c_1c_2\sum_{i,j}w^{(1)}_iw^{(2)}_j\,\frac{\Gamma(L+3+p+i+j)}{(\kappa_1+\kappa_2)^{L+3+p+i+j}},\qquad p>-L-3 .
\label{gammasum}
\end{equation}

With $\Delta=a+b/r^2$,
\begin{equation}
\langle\Delta\rangle=a\langle1\rangle+b\langle r^{-2}\rangle=0 .
\label{wronskian}
\end{equation}

For real $k>-L$, $k\ne\pm1$, Blanchard's recurrence is
\begin{align}
\frac{a^2}{k+1}\langle r^{k+1}\rangle&+2k\left[\frac{ab}{k^2-1}-\sigma\right]\langle r^{k-1}\rangle\nonumber\\
&+4Z(2k-1)\langle r^{k-2}\rangle+D_k\langle r^{k-3}\rangle=0 .
\label{blanchard}
\end{align}
Here
\begin{equation}
D_k=k(k-1)(k-2)-2c(k-1)+\frac{b^2}{k-1}.
\label{Draw}
\end{equation}
\begin{equation}
D_k=\frac{\left[(k-1)^2-(L+1)^2\right]\left[(k-1)^2-d^2\right]}{k-1}.
\label{Dfact}
\end{equation}

The terms containing $a$ or $b$ together equal $\langle G\Delta\rangle$, where $G'=r^k\Delta$. At $k=\pm1$ this form still holds, with a logarithm in $G$ (Part (f)). At $k=1$ it gives
\begin{equation}
\frac{a^2}{2}\langle r^2\rangle+\left(\frac{ab}{2}-2\sigma\right)\langle1\rangle+4Z\langle r^{-1}\rangle+b\,\langle\Delta\ln r\rangle=0 .
\label{kplus}
\end{equation}

At the lower end $k=-L$ (Part (e)), $D_k=0$ and the last term of (\ref{blanchard}) is replaced by the contact term
\begin{equation}
B(0)=2(2l_1+1)(2l_2+1)\,c_1c_2 .
\label{edge}
\end{equation}

\section*{Part (g): the diagonal limit}

\paragraph{Problem.} Set $n_1=n_2=n$, $l_1=l_2=l$ and derive the relation between expectation values, with its range of validity. Then show that this case is reached continuously, and find how fast the off-diagonal terms disappear.

\paragraph{Solution.} Now $a=b=d=0$, so $\Delta=0$ and $G=0$ may be chosen for every $k$. No pole arises, and $k=\pm1$ needs no special treatment. With $\sigma=2Z^2/n^2$, $L=2l$ and $k=s+1$, the factor $(k-1)^2-d^2=s^2$ in (\ref{Dfact}) cancels the denominator and $D=s[s^2-(2l+1)^2]$. Relation (\ref{blanchard}) becomes
\begin{equation}
-4(s+1)\frac{Z^2}{n^2}\langle r^s\rangle+4Z(2s+1)\langle r^{s-1}\rangle+s\left[s^2-(2l+1)^2\right]\langle r^{s-2}\rangle=0 .
\end{equation}
Division by $-4$ gives the Kramers relation
\begin{equation}
(s+1)\frac{Z^2}{n^2}\langle r^s\rangle-(2s+1)Z\langle r^{s-1}\rangle+\frac s4\left[(2l+1)^2-s^2\right]\langle r^{s-2}\rangle=0 ,
\label{kramers}
\end{equation}
valid for real $s>-2l-1$, which is $k>-L$. The highest power $r^{k+1}$ has dropped out with $a^2$, and the three that remain are consecutive.

At $s=0$, (\ref{kramers}) reads $\langle r^{-1}\rangle=Z/n^2$, the virial theorem $\langle V\rangle=2E$. At $s=-1$ and $l\ge1$ it reads $Z\langle r^{-2}\rangle=l(l+1)\langle r^{-3}\rangle$: the mean Coulomb force balances the mean centrifugal force in a stationary state. For $l=0$ the point $s=-1$ is the end of the range, and Part (e) gives $Z\langle r^{-2}\rangle=c_1^2/2$, with the contact term in place of the centrifugal one. Among integer $s$, only the relations at $s=0$ and $s=-1$ contain powers from both sides of the gap between $r^{-1}$ and $r^{-2}$. At $s=0$ the coefficient of $\langle r^{-2}\rangle$ vanishes through its factor $s$, and at $s=-1$ the coefficient $s+1$ of $\langle r^{-1}\rangle$ vanishes. The powers $-1$ and above are therefore cut off from the chain that starts at $\langle r^{-2}\rangle$, and the latter needs its own starting value.

For integer quantum numbers the passage to the diagonal case is a substitution and not a limit. The general relations of Parts (a) to (f) do not require integer $l$, however, so one may take $l_2=l+\epsilon$ and $n_2=n+\epsilon$ at fixed $n_r$; physically, state 2 sees an additional potential $b/(2r^2)$. Then
\begin{equation}
a=\frac{Z^2}{(n+\epsilon)^2}-\frac{Z^2}{n^2}=-\frac{2Z^2\epsilon}{n^3}+O(\epsilon^2),\qquad b=(2l+1)\epsilon+\epsilon^2 .
\end{equation}
Let $\rho_k$ be the part of the left side of (\ref{blanchard}) that contains neither $a$ nor $b$, with $D_k$ in the form (\ref{Draw}). At $\epsilon=0$ it is $-4$ times the left side of (\ref{kramers}). Since the whole left side is zero,
\begin{equation}
\rho_k=-\left[\frac{a^2}{k+1}\langle r^{k+1}\rangle+\frac{2k\,ab}{k^2-1}\langle r^{k-1}\rangle+\frac{b^2}{k-1}\langle r^{k-3}\rangle\right]=-\langle G\Delta\rangle .
\end{equation}
The integrals are continuous in $\epsilon$ by (\ref{gammasum}), and both $G$ and $\Delta$ are of first order, so $\rho_k=O(\epsilon^2)$. The same holds at $k=\pm1$ with the logarithmic $G$ of Part (f). As a numerical case take $Z=1$, state 1 equal to $3p$, state 2 with $n_r=1$, $l_2=1+\epsilon$, and $k=3$, where
\begin{equation}
\rho_3=-6\sigma\langle r^2\rangle+20\langle r\rangle+(6-4c)\langle1\rangle
\end{equation}
is dimensionless. Evaluating the integrals with the finite sums (\ref{gammasum}) gives $\rho_3=-4.06188\times10^{-3}$ at $\epsilon=0.01$ and $-4.06121\times10^{-5}$ at $\epsilon=0.001$. The ratio is $100.02$, against $100$ for a pure $\epsilon^2$ law; the difference comes from the terms of higher order in $\epsilon$, whose coefficients are not derived here.

\section*{Part (h): dipole pairs and pairs within one shell}

\paragraph{Problem.} (i) For $|d|=1$, extract the content of $k=0$ and $k=2$, interpret it, and count the starting values needed for all $\langle r^p\rangle$ with integer $p\ge0$. (ii) For $n_1=n_2$ and $d\neq0$, find which inverse powers have vanishing integrals.

\paragraph{Solution.} (i) For $|d|=1$, $L\ge1$, so $k=0$ lies inside the range. The factor $(k-1)^2-d^2$ makes $D_0=D_2=0$. At $k=0$ the second coefficient vanishes as well, leaving $a^2\langle r\rangle-4Z\langle r^{-2}\rangle=0$. With $\omega=E_2-E_1=-a/2$,
\begin{equation}
\omega^2\langle r\rangle=Z\langle r^{-2}\rangle .
\label{lengthacc}
\end{equation}
This is the equality of the length and acceleration forms of the dipole amplitude. The Heisenberg equation $\ddot{\mathbf r}=-Z\hat{\mathbf r}/r^2$, taken between eigenstates, gives $-\omega^2\langle1|\mathbf r|2\rangle=-Z\langle1|\hat{\mathbf r}/r^2|2\rangle$, and both sides share the angular factor of the unit vector $\hat{\mathbf r}$. Eliminating $\langle r^{-2}\rangle=-a\langle1\rangle/b$ with (\ref{wronskian}) gives, for $n_1\ne n_2$,
\begin{equation}
\langle r\rangle=-\frac{4Z}{ab}\langle1\rangle :
\label{dipoleoverlap}
\end{equation}
the dipole integral is fixed by the radial overlap. At $k=2$ the relation has three terms,
\begin{equation}
\frac{a^2}{3}\langle r^3\rangle+4\left[\frac{ab}{3}-\sigma\right]\langle r\rangle+12Z\langle1\rangle=0 .
\end{equation}
The integral $\langle r^2\rangle$ would come from $k=1$, where (\ref{kplus}) brings in a logarithmic integral because $b\ne0$, so it is taken as a second starting value. For $n_1\ne n_2$, so that $a\neq0$, each step from $k=3$ upward gives $\langle r^{k+1}\rangle$ from three known lower integrals. Two starting values, $\langle1\rangle$ and $\langle r^2\rangle$, suffice, and $\langle r^{-1}\rangle$ never enters. For $n_1=n_2$, (\ref{dipoleoverlap}) is not available, and $k=2$ with $a=0$ gives instead $\langle r\rangle=3Z\langle1\rangle/\sigma$; each $k\ge3$ then gives $\langle r^{k-1}\rangle$ from the two powers below it, so the single starting value $\langle1\rangle$ suffices.

(ii) With $a=0$ and $b\neq0$, (\ref{wronskian}) gives $\langle r^{-2}\rangle=0$. Relation (\ref{blanchard}) has no pole at $k=-1$ and reads
\begin{equation}
-2k\sigma\langle r^{k-1}\rangle+4Z(2k-1)\langle r^{k-2}\rangle+D_k\langle r^{k-3}\rangle=0 .
\end{equation}
Descend through $k=0,-1,\dots,2-|d|$. These values satisfy $k>-L$ because $|d|\le L$. The first bracket of $D_k$ is nonzero because $1-k<L+1$, and the second because $1-k<|d|$. At $k=0$ the first term has zero coefficient and the second vanishes, so $\langle r^{-3}\rangle=0$. At each later step both upper integrals are already known to vanish, so the lowest does too. The last step reaches the power $k-3=-|d|-1$. For $|d|=1$ there is no step and only $\langle r^{-2}\rangle=0$ remains. The result is the Pasternack--Sternheimer rule
\begin{equation}
\langle r^{-p}\rangle=0,\qquad p=2,3,\dots,|d|+1,\qquad n_1=n_2,\ l_1\neq l_2 .
\end{equation}
At $k=1-|d|$ the coefficient $D_k$ vanishes and the descent stops, with no condition on $\langle r^{-|d|-2}\rangle$. For $2s$--$2p$, (\ref{series}) gives $P\propto r^3(1-Zr/2)e^{-Zr}$, so $\langle r^{-2}\rangle\propto Z^{-2}-Z^{-2}=0$ while $\langle r^{-3}\rangle\propto Z^{-1}-\tfrac12Z^{-1}\neq0$. The rule rests on $a=0$, the Coulomb degeneracy of different $l$ within a shell.

\section*{Part (i): hydrogen $2p$ and $3d$}

\paragraph{Problem.} For $Z=1$, state 1 equal to $2p$ and state 2 equal to $3d$, obtain $\langle r^{-2}\rangle$, $\langle r\rangle$, $\langle r^3\rangle$, $\langle r^4\rangle$ and $\langle r^5\rangle$ from two starting values, and evaluate the relation at the lower end of the range. Find also $\langle r^{-1}\rangle$, $\langle r\rangle$, $\langle r^2\rangle$ in the state $3d$.

\paragraph{Solution.} Here $\kappa_1=1/2$, $\kappa_2=1/3$, $L=3$, $d=1$, $b=4$, and
\begin{equation}
a=\tfrac19-\tfrac14=-0.138888889\ \text{bohr}^{-2},\qquad \sigma=\tfrac19+\tfrac14=0.361111111\ \text{bohr}^{-2}.
\end{equation}
Both states have $n_r=0$, so $u_i=c_ir^{l_i+1}e^{-\kappa_ir}$ and normalisation requires $c_i^2=(2\kappa_i)^{2l_i+3}/\Gamma(2l_i+3)$. This gives $c_1=0.204124145$ bohr$^{-5/2}$ and $c_2=0.00901600918$ bohr$^{-7/2}$. The starting values, from tanh-sinh quadrature of $c_1c_2\,r^{5+p}e^{-5r/6}$ between 0 and 200 bohr, are
\begin{equation}
\langle1\rangle=0.659443279,\qquad\langle r^2\rangle=39.8831295\ \text{bohr}^2 .
\end{equation}
They can equally be read from (\ref{gammasum}), which has the single term $c_1c_2\Gamma(p+6)(6/5)^{p+6}$. Nine digits are kept because these are properties of exactly defined integrals. From (\ref{wronskian}),
\begin{equation}
\langle r^{-2}\rangle=\frac{0.138888889\times0.659443279}{4}=0.0228973361\ \text{bohr}^{-2}.
\end{equation}
The coefficients of (\ref{blanchard}), in atomic units and in the order of descending power, are
\begin{align}
k=0:&\quad 0.0192901235,\quad 0,\quad -4,\quad 0,\nonumber\\
k=2:&\quad 0.00643004115,\quad -2.18518519,\quad 12,\quad 0,\nonumber\\
k=3:&\quad 0.00482253086,\quad -2.58333333,\quad 20,\quad -18,\nonumber\\
k=4:&\quad 0.00385802469,\quad -3.18518519,\quad 28,\quad -18.6666667,
\end{align}
where, for instance, $D_3=(4-16)(4-1)/2$ and $D_4=(9-16)(9-1)/3$. In each step the three lower terms are coefficient times known integral, and the new integral is minus their sum divided by the first coefficient. At $k=0$ the only lower term is $-4\times0.0228973361=-0.0915893444$, so
\begin{equation}
\langle r\rangle=\frac{0.0915893444}{0.0192901235}=4.74799161\ \text{bohr}.
\end{equation}
At $k=2$ the terms are $-2.18518519\langle r\rangle=-10.3752409$ and $12\langle1\rangle=7.91331935$. At $k=3$ they are $-2.58333333\langle r^2\rangle=-103.031418$, $20\langle r\rangle=94.9598322$ and $-18\langle1\rangle=-11.869979$. At $k=4$ they are $-3.18518519\langle r^3\rangle=-1219.53747$, $28\langle r^2\rangle=1116.72763$ and $-18.6666667\langle r\rangle=-88.6291767$. Therefore
\begin{align}
\langle r^3\rangle&=\frac{10.3752409-7.91331935}{0.00643004115}=382.878044\ \text{bohr}^3,\nonumber\\
\langle r^4\rangle&=\frac{103.031418-94.9598322+11.869979}{0.00482253086}=4135.08287\ \text{bohr}^4,\nonumber\\
\langle r^5\rangle&=\frac{1219.53747-1116.72763+88.6291767}{0.00385802469}=49620.9944\ \text{bohr}^5 .
\end{align}
The quoted results were obtained with unrounded terms, so repeating the division with the rounded ones can change the last digits. Direct quadrature of the five integrals gives the same values to all nine digits shown. The numerators involve cancellation. At $k=3$ a term of size 103 contributes to a sum of about 20, so a relative error in $\langle r^2\rangle$ reappears in $\langle r^4\rangle$ about five times larger. If $a\to0$ while the integrals stay finite, as on the continuous path of Part (g), the lower terms must cancel ever more closely. A small $a$ alone does not imply this: for the pairs $np$--$(n+1)d$ at large $n$, $a^2$ falls as $n^{-6}$, but $\langle r^{k+1}\rangle$ grows with $n$, and for $k=2,3,4$ and $n$ between 10 and 40 the magnitude of the first term stays between about 0.2 and 0.93 of that of the largest of the others. At exactly $a=0$ the first coefficient is zero and the upward step cannot be solved for $\langle r^{k+1}\rangle$.

At the lower end, $k=-L=-3$, the coefficients are $-a^2/2$, $-6[ab/8-\sigma]$ and $-28$, multiplying $\langle r^{-2}\rangle$, $\langle r^{-4}\rangle$ and $\langle r^{-5}\rangle$. With these integrals from the same quadrature, the three terms and their sum are, in bohr$^{-6}$,
\begin{equation}
-0.00022084622+0.00684623282-0.0618369416=-0.055211555 .
\end{equation}
The contact term (\ref{edge}) is $2\cdot3\cdot5\,c_1c_2=30\times0.204124145\times0.00901600918=0.055211555$ bohr$^{-6}$, which cancels the sum. It is comparable in size to the largest of the three terms.

For the state $3d$ alone, (\ref{kramers}) with $Z^2/n^2=1/9$, $(2l+1)^2=25$ and $\langle1\rangle=1$ gives
\begin{align}
s=0:&\quad\langle r^{-1}\rangle=\tfrac19=0.111111111\ \text{bohr}^{-1},\nonumber\\
s=1:&\quad\tfrac29\langle r\rangle=3-\tfrac14\cdot24\cdot\tfrac19,\qquad\langle r\rangle=10.5\ \text{bohr},\nonumber\\
s=2:&\quad\tfrac39\langle r^2\rangle=5\times10.5-\tfrac12\cdot21,\qquad\langle r^2\rangle=126\ \text{bohr}^2,
\end{align}
and quadrature of $u^2r^p$ returns the same three numbers. Normalisation is the only input, whereas the off-diagonal chain needed two computed integrals.

\section*{Part (j): decay of the $3d$ level}

\paragraph{Problem.} Take as given the spontaneous electric-dipole rate of lowest-order radiation theory, $A=\tfrac43\alpha^3\omega^3\sum_{m'}|\langle n'l'm'|\mathbf r|nlm\rangle|^2$ in atomic units, with $\alpha$ the fine-structure constant. Reduce it to the radial integral and find the dipole lifetime of hydrogen $3d$.

\paragraph{Solution.} The matrix element is $\langle r\rangle$ times $\langle l'm'|\hat{\mathbf r}|lm\rangle$. Summed over $m'$ and over the vector components, the squared angular factor defines a rotationally invariant operator on the $l$ multiplet, so it does not depend on $m$ and equals $T/(2l+1)$, where $T$ is the sum over both $m$ and $m'$. Writing the square as a double integral over directions $\hat{\mathbf r},\hat{\mathbf r}'$ with $x=\hat{\mathbf r}\cdot\hat{\mathbf r}'$, and using the addition theorem $\sum_mY_{lm}(\hat{\mathbf r})Y^*_{lm}(\hat{\mathbf r}')=(2l+1)P_l(x)/4\pi$ for each multiplet ($P_l$ is the Legendre polynomial),
\begin{equation}
T=\frac{(2l+1)(2l'+1)}{(4\pi)^2}\,4\pi\cdot2\pi\int_{-1}^1xP_lP_{l'}\,dx=\frac{(2l+1)(2l'+1)}{2}\int_{-1}^1xP_lP_{l'}\,dx .
\end{equation}
The factor $2\pi\,dx$ is the integral over $\hat{\mathbf r}'$ about the axis $\hat{\mathbf r}$, and $4\pi$ the remaining integral over $\hat{\mathbf r}$. With $(2l+1)xP_l=(l+1)P_{l+1}+lP_{l-1}$ and $\int P_{l'}^2dx=2/(2l'+1)$, one finds $T=l$ for $l'=l-1$, $T=l+1$ for $l'=l+1$, and zero otherwise. Thus $T=l_>$, the larger of $l$ and $l'$, and
\begin{equation}
A=\frac43\,\alpha^3\omega^3\,\frac{l_>}{2l+1}\,\langle r\rangle^2 ,
\end{equation}
with $l$ the upper state. From $3d$ the final state must be $p$ or $f$. There is no $f$ state below $n=4$, and $3p$ is degenerate with $3d$ in this model, so $2p$ is the only channel. The angular factor is $2/5=0.4$ and $\omega=-a/2=0.06944444$ hartree $=1.88968$ eV. With $\alpha=7.297352564\times10^{-3}$,
\begin{align}
A&=\tfrac43\,(7.297352564\times10^{-3})^3\,(0.06944444)^3\,(0.4)\,(4.74799161)^2\nonumber\\
&=1.5647\times10^{-9}\ \text{a.u.}
\end{align}
Division by the atomic unit of time, $2.418884\times10^{-17}$ s, gives $A=6.469\times10^7$ s$^{-1}$ and a lifetime $1/A=15.46$ ns.

For a proton of finite mass the relative motion has reduced mass $\mu$. Energies scale as $\mu$ and lengths as $1/\mu$, and for the neutral atom the dipole moment is exactly the electron charge times the relative coordinate, so $A\propto\omega^3\langle r\rangle^2\propto\mu$. With $\mu/m_e=1/(1+m_e/m_p)=0.9994557$ the rate becomes $6.465\times10^7$ s$^{-1}$ and the lifetime $15.47$ ns. Relativistic and retardation corrections are left out. They are expected at order $(Z\alpha)^2$ relative to $A$, a few parts in $10^5$ times coefficients not computed here, and for this reason four digits are given.
